# Gerischer impedance of a metal ion supplied by an abundant complex

A metal is plated from a bath in which nearly all of it sits in a complex that the electrode cannot reduce. The complex, of concentration $y$, loses a ligand by a first-order step with rate constant $k_d$. This yields an active ion of concentration $c$ and diffusivity $D$, which the electrode reduces with $n$ electrons. Free ligand, of concentration $l$, recombines with the active ion at the rate $k_2lc$.

The electrode is flat and occupies $x=0$, with the solution at $x>0$. Current density $i$ is positive when anodic, so plating has $i<0$. The potential $E$ excludes the ohmic drop in the bath, and double-layer charging is left out until part (g). A small perturbation is written $\tilde c\,e^{j\omega t}$, and likewise for other quantities. Migration and convection near the electrode are neglected.

## (a) The equation for the active ion

**Write the balance for $c$, state what "abundant" must mean, and find the equation for $\tilde c$.**

Diffusion, dissociation and recombination give

$$\frac{\partial c}{\partial t}=D\frac{\partial^2c}{\partial x^2}+k_dy-k_2lc .$$

With the ligand in large excess, $l$ hardly changes, and $k=k_2l$ is a constant pseudo-first-order rate. At equilibrium the two reaction terms cancel:

$$c_{eq}=\frac{k_d}{k}\,y=Ky,\qquad K=\frac{k_d}{k}\ll1 .$$

Linearizing the reaction terms in full gives $k_d\tilde y-k\tilde c-k_2c\,\tilde l$. The first term may be dropped if $|K\tilde y|\ll|\tilde c|$, and the third if $c|\tilde l|/l\ll|\tilde c|$. The complex may therefore change by as many moles per volume as the active ion does. What matters is that its *fractional* change is small compared with $|\tilde c|/c_{eq}$. Parts (e) and (f) examine when this fails.

Under these conditions the source $k_dy=kc_{eq}$ is constant, and the perturbation obeys

$$(k+j\omega)\,\tilde c=D\,\tilde c'' .\tag{1}$$

The constant source has no oscillating part and drops out. The term $k\tilde c$ comes from recombination: where $c$ is lowered, fewer ions recombine while dissociation continues unchanged, so the deficit decays with rate constant $k$.

## (b) The surface concentration

**Solve (1) for a solution much deeper than the perturbation, and relate $\tilde c_0=\tilde c(0)$ to the current.**

Trying $e^{-mx}$ in (1) gives $m^2=(k+j\omega)/D$. For $\omega\ge0$ this number has an argument between $0$ and $90^\circ$. Its principal square root has an argument between $0$ and $45^\circ$, hence a positive real part. The other root grows with $x$ and is rejected, so

$$\tilde c=\tilde c_0e^{-mx},\qquad m=\sqrt{\frac{k+j\omega}{D}} .$$

An anodic current creates active ions at the surface at the molar rate $i/(nF)$ per area. They leave by diffusion into $x>0$:

$$-D\tilde c'(0)=\frac{\tilde i}{nF}.$$

Since $-D\tilde c'(0)=Dm\,\tilde c_0=\sqrt{D(k+j\omega)}\,\tilde c_0$,

$$\tilde c_0=\frac{\tilde i}{nF\sqrt{D(k+j\omega)}} .\tag{2}$$

At $\omega=0$ the disturbance has the decay length $\mu=\sqrt{D/k}$, the reaction-layer thickness. "Deep" means much deeper than $\mu$.

## (c) The impedance and its zero-frequency limit

**For an electrode law $i(E,c_0)$, find the faradaic impedance $Z_F=\tilde E/\tilde i$. Does it stay finite as $\omega\to0$?**

Define

$$\frac1{R_t}=\left(\frac{\partial i}{\partial E}\right)_{c_0},\qquad q=-\frac1{nF}\left(\frac{\partial i}{\partial c_0}\right)_E .$$

More active ion makes the current more cathodic, so $q>0$; its unit is m/s. Linearizing the law and inserting (2),

$$\tilde i=\frac{\tilde E}{R_t}-nFq\,\tilde c_0=\frac{\tilde E}{R_t}-\frac{q}{\sqrt{D(k+j\omega)}}\,\tilde i .$$

Collecting the terms in $\tilde i$ and multiplying by $R_t$,

$$Z_F=R_t+Z_G,\qquad Z_G=\frac{R_tq}{\sqrt{D(k+j\omega)}}=\frac{Z_G(0)}{\sqrt{1+j\omega/k}} .\tag{3}$$

The term $Z_G$ is the Gerischer impedance. Its limit is a finite resistance,

$$Z_G(0)=\frac{R_tq}{\sqrt{Dk}} .\tag{4}$$

Without the reaction, $k=0$ at fixed $c_{eq}$, the same expression is $R_tq/\sqrt{j\omega D}$. This is a Warburg impedance, which diverges because the depleted region thickens without end as the period grows. With the reaction, the disturbance cannot spread much beyond $\mu$, since the ion is replenished there within a time of order $1/k$.

## (d) Equilibrium, plating and the steady curve

**Evaluate $R_t$ and $Z_G(0)$ at equilibrium and for irreversible plating. Compare the second case with the slope of the steady polarization curve.**

*Equilibrium.* Let $\eta$ be the overpotential and $i_0$ the exchange current density. With ligand activity constant, Butler–Volmer kinetics reads

$$i=i_0\left[e^{\alpha_aF\eta/RT}-\frac{c_0}{c_{eq}}e^{-\alpha F\eta/RT}\right],\qquad \alpha_a+\alpha=n .$$

The condition on the coefficients makes zero current agree with the Nernst equation, $c_0/c_{eq}=e^{nF\eta/RT}$. Differentiating at $\eta=0$, $c_0=c_{eq}$ gives $1/R_t=i_0(\alpha_a+\alpha)F/RT=nFi_0/RT$ and $q=i_0/(nFc_{eq})$. In the product $R_tq$ the exchange current cancels:

$$Z_G(0)=\frac{RT}{n^2F^2c_{eq}\sqrt{Dk}}\qquad\text{(equilibrium)}.\tag{5}$$

*Steady plating.* The steady balance is $Dc''=k(c-c_{eq})$, with solution $c=c_{eq}-(c_{eq}-c_0)e^{-x/\mu}$. The flux consumed is $Dc'(0)=(c_{eq}-c_0)D/\mu=(c_{eq}-c_0)\sqrt{Dk}$, so

$$|i|=nF(c_{eq}-c_0)\sqrt{Dk},\qquad i_k=nFc_{eq}\sqrt{Dk}=nFk_dy\mu .\tag{6}$$

Here $i_k$ is the kinetic limiting current, reached at $c_0=0$. The last form follows from $c_{eq}=k_dy/k$ and $\sqrt{Dk}/k=\mu$. It equals the charge, per unit time and area, needed to reduce all the ions that dissociation releases in a layer of thickness $\mu$. Equation (5) can now be written $Z_G(0)=RT/(nFi_k)$.

Far enough from equilibrium the anodic term is negligible, and $i=-nFk_c(E)c_0$ with $k_c\propto e^{-\alpha FE/RT}$. Then

$$\frac{1}{R_t}=\frac{\alpha F}{RT}\,nFk_cc_0=\frac{\alpha F|i|}{RT},\qquad q=k_c .$$

From (6), $c_0=(i_k-|i|)/(nF\sqrt{Dk})$. Hence $k_c/\sqrt{Dk}=|i|/(nFc_0\sqrt{Dk})=|i|/(i_k-|i|)$, and (4) becomes

$$R_t=\frac{RT}{\alpha F|i|},\qquad Z_G(0)=\frac{RT}{\alpha F(i_k-|i|)}\qquad\text{(plating)}.\tag{7}$$

The limit is finite for $|i|<i_k$ and grows without bound as the current approaches $i_k$.

*Steady curve.* Putting $c_0=c_{eq}(1-|i|/i_k)$ into the rate law and taking logarithms,

$$\ln|i|-\ln\left(1-\frac{|i|}{i_k}\right)=\text{const}-\frac{\alpha FE}{RT}.$$

Differentiation gives $\left[1/|i|+1/(i_k-|i|)\right]d|i|=-(\alpha F/RT)\,dE$. Since $di=-d|i|$,

$$\frac{dE}{di}=\frac{RT}{\alpha F}\left[\frac1{|i|}+\frac1{i_k-|i|}\right]=R_t+Z_G(0).$$

The zero-frequency impedance is the slope of the steady curve, as it must be when the perturbation is slow enough for every state to be steady.

**Find the low- and high-frequency forms of $Z_G$ and the maximum of $-\mathrm{Im}\,Z_G$.**

For $\omega\ll k$, expansion of (3) gives $Z_G\approx Z_G(0)(1-j\omega/2k)$. For $\omega\gg k$, it gives $R_tq/\sqrt{j\omega D}$, the Warburg form with phase $-45^\circ$. In one period the ion then diffuses a distance of order $\sqrt{D/\omega}\ll\mu$, and the reaction has no time to act.

In between, set $\omega/k=\tan\theta$. Then $1+j\tan\theta=e^{j\theta}/\cos\theta$ and

$$\frac{Z_G}{Z_G(0)}=\sqrt{\cos\theta}\;e^{-j\theta/2},\qquad -\frac{\mathrm{Im}\,Z_G}{Z_G(0)}=\sqrt{\cos\theta}\,\sin\frac\theta2 .$$

Setting the logarithmic derivative to zero gives $-\tfrac12\tan\theta+\tfrac12\cot(\theta/2)=0$, or $\tan\theta\tan(\theta/2)=1$. With $t=\tan(\theta/2)$ this is $2t^2/(1-t^2)=1$, so $t^2=1/3$ and $\theta=60^\circ$. The maximum lies at $\omega=\sqrt3\,k$ and has the height $Z_G(0)/(2\sqrt2)$.

## (e) A reservoir that is not infinite

**Keep the ligand fixed, but let the complex vary and diffuse with the same $D$. Bulk composition is held at $x=\delta$. What happens to the zero-frequency limit?**

Let $\tilde N$ be the perturbation of the molar flux consumed, and define the surface response $G=-\tilde c_0/\tilde N$. In the abundant limit (2) gives $G=1/\sqrt{D(k+j\omega)}$. Now, with $k_d=Kk$,

$$j\omega\tilde c=D\tilde c''+k(K\tilde y-\tilde c),\qquad j\omega\tilde y=D\tilde y''-k(K\tilde y-\tilde c).$$

The total $s=\tilde c+\tilde y$ and the departure from local equilibrium $u=\tilde c-K\tilde y$ decouple. Adding the equations, and subtracting $K$ times the second from the first, gives

$$j\omega s=Ds'',\qquad (j\omega+\lambda)u=Du'',\qquad \lambda=k(1+K).$$

The complex does not react at the electrode, so $\tilde y'(0)=0$, while $D\tilde c'(0)=\tilde N$. Therefore $s'(0)=u'(0)=\tilde N/D$, and both vanish at $\delta$. The solution of $f''=a^2f$ with these conditions is

$$f=-\frac{\tilde N}{Da}\,\frac{\sinh a(\delta-x)}{\cosh a\delta},\qquad f(0)=-\frac{\tilde N\tanh a\delta}{Da}.$$

Because $u+Ks=(1+K)\tilde c$,

$$G=\frac1{1+K}\left[\frac{K\tanh\!\big(\delta\sqrt{j\omega/D}\big)}{\sqrt{j\omega D}}+\frac{\tanh\!\big(\delta\sqrt{(j\omega+\lambda)/D}\big)}{\sqrt{D(j\omega+\lambda)}}\right].\tag{8}$$

If $K\to0$ at fixed $\omega$, and $\delta\gg\mu$, the Gerischer result returns. If instead $K$ is finite and $\delta\to\infty$, the first term is $K/\sqrt{j\omega D}$ and diverges as $\omega\to0$. It overtakes the second when $K/\sqrt\omega\sim1/\sqrt k$, that is, below about $\omega=K^2k$. The finite limit in still, unlimited solution thus belongs to the abundant-complex limit taken *before* the frequency goes to zero.

A stirred layer of finite $\delta$ removes the divergence: the first term tends to $K\delta/[D(1+K)]$. The zero-frequency response is then finite. For $\delta\gg\mu$ and $K\ll1$ it exceeds the Gerischer value by about the fraction $K\delta/\mu$, provided this is much larger than the correction of order $e^{-2\delta/\mu}$ due to the finite layer.

## (f) Ligand and complex both moving

**Near equilibrium, estimate the extra zero-frequency response when the diffusivities differ and the ligand also varies. Take an active ion that still carries one ligand, which discharge sets free.**

Let $r$ be the perturbed net dissociation rate. In the steady limit

$$D_y\tilde y''=r,\qquad D\tilde c''=-r,\qquad D_l\tilde l''=-r,$$

with $\tilde y'(0)=0$, $D\tilde c'(0)=\tilde N$ and $D_l\tilde l'(0)=-\tilde N$. The sums $D_y\tilde y+D\tilde c$ and $D_y\tilde y+D_l\tilde l$ have zero second derivative, so they are straight lines that vanish at $\delta$. Their surface values are

$$D_y\tilde y_0+D\tilde c_0=-\tilde N\delta,\qquad D_y\tilde y_0+D_l\tilde l_0=\tilde N\delta .$$

To leading order $D\tilde c_0$ is of size $\tilde N\mu$, negligible beside $\tilde N\delta$. Hence $\tilde y_0\approx-\tilde N\delta/D_y$ and $\tilde l_0\approx2\tilde N\delta/D_l$. The factor 2 counts one ligand from dissociation and one from discharge.

The local equilibrium concentration is proportional to $y/l$. It changes by $c_{eq}(\tilde y_0/y-\tilde l_0/l)$. The active ion lies below this shifted value by about the former amount $\tilde N/\sqrt{Dk}$. Thus

$$G(0)\approx\frac1{\sqrt{Dk}}+c_{eq}\delta\left[\frac1{D_yy}+\frac2{D_ll}\right].\tag{9}$$

This is the response of the active ion alone. Where the anodic reaction matters, it consumes ligand, so the changed ligand concentration also acts directly on the electrode law; that contribution to the impedance is not included here.

Since $c_{eq}\sqrt{Dk}=i_k/(nF)$, the extra part relative to the Gerischer part is

$$\frac{i_k\delta}{nF}\left[\frac1{D_yy}+\frac2{D_ll}\right].\tag{10}$$

A small $K$ alone is therefore not enough. The kinetic limiting current must be small beside the currents that diffusion of complex and ligand can sustain.

## (g) A worked example

**Take a bath at 323.15 K with $y=0.300$ mol/L, $l=0.400$ mol/L, $K=2.0\times10^{-3}$, $k_d=5.0$ s$^{-1}$, $n=2$ and $\alpha=0.5$. The diffusivities of active ion, complex and ligand are $6.0$, $5.0$ and $8.0\times10^{-6}$ cm$^2$/s. The plating current density is 5.00 mA/cm$^2$ and $\delta=20$ µm. Find the impedance and judge the approximations.**

The temperature and the concentrations of complex and ligand are roughly those of a warm copper pyrophosphate bath. The abundant complex carries two pyrophosphate ligands, and the copper ion with one is *assumed* to be the active species. The rate constant is chosen for illustration, not measured. It implies $k_2=k/l\approx6\times10^3$ L/(mol s), which is slow for copper(II), an ion that usually exchanges ligands much faster. Faster exchange would raise $i_k$ and move the Gerischer feature to higher frequency, so the numbers below should not be read as predictions for a real copper bath.

The active concentration is $Ky=6.00\times10^{-4}$ mol/L. The recombination rate is $k=5.0/0.0020=2500$ s$^{-1}$, so $k/2\pi=398$ Hz. The reaction layer is

$$\mu=\sqrt{\frac{6.0\times10^{-6}\ \text{cm}^2/\text{s}}{2500\ \text{s}^{-1}}}=490\ \text{nm}.$$

Equation (6) gives $i_k=14.18$ mA/cm$^2$. During plating $c_0/c_{eq}=1-5.00/14.18=0.647$. Plating is taken as irreversible. For the Butler–Volmer law of part (d), this requires an exchange current density of about 1 mA/cm$^2$ or less. With $RT/F=0.02785$ V, (7) gives

$$R_t=\frac{0.02785}{0.5\times0.00500}=11.14\ \Omega\,\text{cm}^2,\qquad Z_G(0)=\frac{0.02785}{0.5\times0.00918}=6.07\ \Omega\,\text{cm}^2 ,$$

or $6.07\times10^{-4}$ Ω m$^2$ for the latter. Their sum, 17.2 Ω cm$^2$, agrees with the numerically differentiated steady curve. At equilibrium $Z_G(0)$ would be 0.98 Ω cm$^2$.

At $\omega=k$, $Z_G=4.71-1.95j$ Ω cm$^2$, with phase $-22.5^\circ$. The maximum of $-\mathrm{Im}\,Z_G$ is 2.14 Ω cm$^2$ at 689 Hz. As a test of the linearization, the nonlinear plating problem was integrated in time with a 0.5 mV sinusoidal potential at $\omega=k$. It gives $Z_F=15.851-1.952j$ Ω cm$^2$, against $15.852-1.952j$ from (3).

*Finite reservoir.* Near equilibrium (10) gives an extra response of 0.190 times the Gerischer part. A numerical solution with all three species gives 0.183. The estimate is about 4% too high relative to the extra part, comparable with the neglected $\mu/\delta\approx0.02$.

At 5 mA/cm$^2$, the three-species model puts the surface complex at 0.966 and the ligand at 1.032 of their bulk values. The concentration part of the impedance at 0 Hz becomes 7.59 Ω cm$^2$, 25% above $Z_G(0)$. At 30 Hz its modulus is 6.58 against 6.06 Ω cm$^2$, 9% above. Two factors enter the ratio. In the changed steady state $c_0/c_{eq}$ is 0.590 instead of 0.647, so at fixed current $k_c$ must be 10% larger. The surface response $|G|$ at 30 Hz is 1% smaller than in the Gerischer model. At 0 Hz, where the slow diffusion of complex and ligand has time to act, $G$ is instead 14% larger. In deep still solution, the Warburg return predicted by (8) would lie near $1.6\times10^{-3}$ Hz. Equation (8) holds the ligand fixed and uses equal diffusivities; near equilibrium, with all three species moving at their own diffusivities, the return lies near $9\times10^{-3}$ Hz.

*Double layer.* A capacitance of 20 µF/cm$^2$ in parallel changes $Z_F$ at $\omega=k$ from $15.85-1.95j$ to $8.65-8.02j$ Ω cm$^2$. Apart from the series resistance of the bath, which depends on the path length, it is the largest of the estimated distortions at that frequency, and it must be separated before the Gerischer shape can be read. It does not alter the zero-frequency limit. Each millimetre of bath, at 0.20 S/cm, adds 0.50 Ω cm$^2$ in series.

*Migration.* In a field $i/\sigma$, an ion of charge number $z$, diffusivity $D_s$ and concentration $c_s$ has a migration flux equal to $n|z|F^2D_sc_s/(RT\sigma)$ times $i/(nF)$. For the active ion ($|z|=2$) this share is $2.5\times10^{-4}$. For the complex ($|z|=6$) and ligand ($|z|=4$) the formula gives 0.31 and 0.44. These two values are only rough: multiplied by $|z|/n$ they would be transport numbers of 0.94 and 0.89, whose sum exceeds 1, so the chosen conductivity and diffusivities are not consistent in dilute-solution theory. Migration is negligible for the active ion itself, but the reservoir corrections above are rough.

The ohmic field $i/\sigma$ alone would drive the anions away from the cathode. Unequal diffusion of the ions, however, sets up a field of its own. In dilute-solution theory, with potassium as the only counterion and carrying no steady flux, this second field is, for the diffusivities chosen here, the larger one over most of the layer and has the opposite direction. That outcome needs $D_l/D_y>4/3$, since outside the reaction layer the net field follows the sign of $6/D_y-8/D_l$; for a smaller ratio the net field keeps the ohmic direction. At 5 mA/cm$^2$ the surface complex then becomes 0.969 instead of 0.966 of its bulk value, and the ligand 1.034 instead of 1.032. These values take the free ligand as fully deprotonated; a protonated ligand would require the transport of protons and buffer species to be modelled as well.

*Curvature.* Outside a convex sphere of radius $a$, the steady perturbation is proportional to $e^{-(r-a)/\mu}/r$. Its logarithmic slope at the surface is $-(1/\mu+1/a)$, so $G(0)$ falls by the factor $1/(1+\mu/a)$. For $a=5$ µm this is 0.911, a reduction of 9%.

*Comparison with practice.* Copper pyrophosphate baths are run at roughly 10 to 80 mA/cm$^2$, so the example's current is below the usual range and its $i_k$ lies near the lower end. If this mechanism is to carry 80 mA/cm$^2$ at the same bulk $y$ and $K$, (6) requires $k$ to be at least $(80/14.18)^2\approx32$ times larger. That figure holds complex and ligand at their bulk values. With $\delta=20$ µm the current depletes the complex and builds up ligand at the surface, and the three-species model then needs a factor of about 240 without migration, or about 210 with the potassium-counterion migration described above. The Gerischer feature moves to higher frequency, where the double layer shunts it more strongly. Already at the factor 32, (10) makes the extra reservoir response near equilibrium about as large as the Gerischer part. Below the limiting current the zero-frequency resistance would still be finite in a stirred bath, but (4) alone would no longer give its value.

The numerical output below lists the spectrum and the remaining values.

## Computed results

```
INPUTS (round, rough regime of a copper pyrophosphate bath)
temperature: 323.15 K; electrons n: 2; alpha: 0.5
complex: 0.300 mol/L; free ligand: 0.400 mol/L
K = active ion / complex: 2.0e-03
dissociation rate constant k_d: 5.0 1/s
D active, complex, ligand: 6.0e-06, 5.0e-06, 8.0e-06 cm2/s
plating current density: 5.00 mA/cm2
stirred layer: 20 um; double layer: 20 uF/cm2
bath conductivity: 0.20 S/cm
RESULTS OF THE ABUNDANT-COMPLEX MODEL
active ion at equilibrium: 6.00e-04 mol/L
recombination rate k: 2500 1/s; k/(2 pi): 397.9 Hz
reaction-layer thickness: 489.9 nm
kinetic limiting current: 14.180 mA/cm2
surface / equilibrium active ion when plating: 0.6474
Z_G(0) at equilibrium: 0.9819 ohm cm2
R_t when plating: 11.139 ohm cm2
Z_G(0) when plating: 6.067 ohm cm2 = 6.067e-04 ohm m2
R_t + Z_G(0): 17.205 ohm cm2
numerical slope of steady curve: 17.205 ohm cm2
Z_G when plating: w/k, frequency Hz, Re, -Im (ohm cm2), phase (deg)
     0.010       3.98   6.0664   0.0303    -0.29
     0.100      39.79   6.0440   0.3014    -2.86
     1.000     397.89   4.7131   1.9522   -22.50
     1.732     689.16   3.7150   2.1449   -30.00
    10.000    3978.87   1.4189   1.2841   -42.14
   100.000   39788.74   0.4311   0.4268   -44.71
time integration at w=k, Z_F: 15.851 -1.952j ohm cm2
formula at w=k, Z_F: 15.852 -1.952j ohm cm2
numerical peak of -Im Z_G at w/k: 1.7321
NEGLECTED EFFECTS
with double layer at w=k: 8.648 -8.024j ohm cm2
complex at surface / bulk: 0.9664
ligand at surface / bulk: 1.0319
active ion at surface / bulk equilibrium: 0.5903
three-species concentration part at 0 Hz: 7.594 ohm cm2
  relative to Z_G(0): 1.252
modulus at 30 Hz, three-species: 6.576 ohm cm2
modulus at 30 Hz, Gerischer: 6.058 ohm cm2
near equilibrium, extra/Gerischer response at 0 Hz, estimate: 0.1898
  same from three-species solution: 0.1828
K^2 k/(2 pi), Warburg return in deep still bath: 1.59e-03 Hz
migration share, active ion (charge 2): 2.5e-04
migration share, complex (charge 6): 0.31
migration share, ligand (charge 4): 0.44
convex radius 5 um, response / flat at 0 Hz: 0.911
series resistance of 1 mm of bath: 0.50 ohm cm2
```
